# Diffuse-Layer Esin-Markov Shift at Fixed Electrode Charge

## The question and the quantity

A polarizable metal electrode stands in a dilute salt solution, and its surface charge density is held at a chosen value while the solution is diluted. No ion binds to the metal and no current crosses the interface, yet the electrode potential moves. This motion at constant charge, per unit logarithm of concentration, is the Esin-Markov shift. What follows gives the part due to the diffuse layer, for use in correcting or predicting electrode potentials.

Let \(\sigma\) be the charge per area on the metal, \(x\) the distance into the solution from the inner edge of the diffuse layer, and \(\phi(x)\) the potential relative to the bulk solution, so that \(\phi(\infty)=0\). Write \(\phi_d=\phi(0)\). The potential of the metal relative to the bulk is

\[
E=\text{const}+\Delta_{\rm c}(\sigma)+\phi_d(\sigma,c).
\]

Here \(\Delta_{\rm c}\) is the drop across the compact layer, the ion-free region next to the metal. Without specific adsorption this region contains no ionic charge. Its field is then set by \(\sigma\), and its drop is assumed not to depend on the concentration \(c\). Therefore

\[
\left(\frac{\partial E}{\partial\ln c}\right)_{\sigma,T}
=\left(\frac{\partial\phi_d}{\partial\ln c}\right)_{\sigma,T}\equiv M .
\]

The result, for a \(z{:}z\) electrolyte in Gouy-Chapman theory, is

\[
M=-\frac{kT}{ze}\tanh\frac{ze\phi_d}{2kT}
=-\frac{kT}{ze}\,\frac{s}{\sqrt{1+s^2}},\qquad
s=\frac{\sigma}{\sqrt{8\varepsilon kTn}} .
\]

Here \(n\) is the bulk number density of either ion, \(\varepsilon\) the permittivity, and \(e>0\) the elementary charge. The shift vanishes at \(\sigma=0\). At high charge its magnitude tends to \(kT/(ze)\), which is the full thermal voltage for \(z=1\), and its sign is opposite to that of \(\sigma\).

## From Poisson's equation to the charge relation

The ions are treated as points in a mean potential, in a solvent of constant permittivity, and the bulk solution is taken as ideal. With \(u=ze\phi/kT\), Boltzmann's law gives \(n_\pm=n\,e^{\mp u}\), and the charge density is

\[
\rho=ze(n_+-n_-)=-2zen\sinh u .
\]

Poisson's equation \(\varepsilon\phi''=-\rho\), multiplied by \(ze/(\varepsilon kT)\), becomes

\[
u''=\frac{\sinh u}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon kT}{2z^2e^2n},
\]

where \(\lambda\) is the Debye length. Multiply by \(u'\). The left side is then the derivative of \(u'^2/2\), and the right side that of \(\cosh u/\lambda^2\). Both \(u\) and \(u'\) vanish in the bulk, which fixes the constant of integration:

\[
\tfrac12u'^2=\frac{\cosh u-1}{\lambda^2}
=\frac{2}{\lambda^2}\sinh^2\frac u2 .
\]

For the root, note that \(u''\) has the sign of \(u\). A positive solution with positive slope would keep growing, and the mirror statement holds for a negative one. A solution that decays into the bulk therefore has \(u'\) opposite in sign to \(u\):

\[
u'=-\frac2\lambda\sinh\frac u2 .
\]

Gauss's law at the inner edge reads \(-\varepsilon\phi'(0)=\sigma\), because the compact layer holds no charge. In terms of \(u\) this is \(-u'(0)=ze\sigma/(\varepsilon kT)\). Equating the two expressions for the slope gives

\[
\sinh\frac{u_d}{2}=\frac{ze\sigma\lambda}{2\varepsilon kT}
=\frac{\sigma}{2\varepsilon kT}\sqrt{\frac{\varepsilon kT}{2n}}
=\frac{\sigma}{\sqrt{8\varepsilon kTn}}=s .
\]

The valence cancels from \(s\). It remains in the conversion back to potential, \(\phi_d=(2kT/ze)\,\mathrm{arsinh}\,s\).

## The shift and its two limits

At fixed \(\sigma\), \(T\) and \(\varepsilon\), \(s\) varies as \(n^{-1/2}\), and \(n\) is proportional to \(c\). Hence \(\partial s/\partial\ln c=-s/2\). Since \(d\,\mathrm{arsinh}\,s/ds=1/\sqrt{1+s^2}\),

\[
M=\frac{2kT}{ze}\,\frac{1}{\sqrt{1+s^2}}\left(-\frac s2\right)
=-\frac{kT}{ze}\,\frac{s}{\sqrt{1+s^2}} .
\]

With \(s=\sinh(u_d/2)\) and \(\sqrt{1+s^2}=\cosh(u_d/2)\), the last fraction is \(\tanh(u_d/2)\), which is the other form of the result.

For \(|s|\ll1\),

\[
M\simeq-\frac{kT}{ze}s=-\frac{\sigma\lambda}{2\varepsilon}.
\]

The layer then acts as a plate capacitor of thickness \(\lambda\), with \(\phi_d\simeq\sigma\lambda/\varepsilon\). The factor one half comes from \(\lambda\propto c^{-1/2}\). With no charge on the plates there is no potential to change, so \(M=0\) at \(\sigma=0\).

For \(|s|\gg1\), expanding \((1+s^{-2})^{-1/2}\) gives

\[
M\simeq-\frac{kT}{ze}\,\mathrm{sign}(\sigma)\left(1-\frac1{2s^2}\right).
\]

The scale that separates the regimes is the crossover charge \(\sqrt{8\varepsilon kTn}\), which grows as \(\sqrt c\). To reach a fraction \(\eta\) of the limiting shift, solve \(\eta=|s|/\sqrt{1+s^2}\), which gives \(|s|=\eta/\sqrt{1-\eta^2}\). For \(\eta=0.99\) this is \(|s|\approx7\).

For a finite change of concentration, the closed form should be used in place of the local slope:

\[
\phi_d(c_2)-\phi_d(c_1)=\frac{2kT}{ze}
\left(\mathrm{arsinh}\,s_2-\mathrm{arsinh}\,s_1\right),
\qquad \frac{s_2}{s_1}=\sqrt{\frac{c_1}{c_2}} .
\]

## Why the limit is a thermal voltage

Insert \(u'(0)=-ze\sigma/(\varepsilon kT)\) into the first integral and multiply by \(\varepsilon(kT/ze)^2\). Since \(\varepsilon(kT/ze)^2/\lambda^2=2nkT\),

\[
\frac{\sigma^2}{2\varepsilon}=2nkT(\cosh u_d-1),
\]

or, after division by \(kT\),

\[
n e^{|u_d|}+n e^{-|u_d|}-2n=\frac{\sigma^2}{2\varepsilon kT}.
\]

The first term is the density of counterions at the inner edge. At high charge it dominates the left side, so this contact density is fixed by \(\sigma\) and hardly changes on dilution. The bulk density does change. Equilibrium between the two places requires \(ze|\phi_d|=kT\ln(n_{\rm contact}/n)\), and each unit decrease of \(\ln n\) raises \(|\phi_d|\) by \(kT/(ze)\).

The surface excesses tell the same story at every charge. Define \(\Gamma_\pm=\int_0^\infty(n_\pm-n)\,dx\). Using \(dx=-\lambda\,du/[2\sinh(u/2)]\),

\[
\Gamma_++\Gamma_-=\int_0^\infty4n\sinh^2\frac u2\,dx
=2n\lambda\int_0^{u_d}\sinh\frac u2\,du
=4n\lambda\left(\cosh\frac{u_d}2-1\right).
\]

Electroneutrality and the charge relation give

\[
\Gamma_--\Gamma_+=\frac{\sigma}{ze}=4n\lambda\sinh\frac{u_d}2 .
\]

Differentiate both at fixed \(n\) and divide:

\[
\frac{\partial(\Gamma_++\Gamma_-)}{\partial(\sigma/ze)}=\tanh\frac{u_d}2,
\qquad
M=-kT\,\frac{\partial(\Gamma_++\Gamma_-)}{ze\,\partial(\sigma/ze)}
=-kT\,\frac{\partial(\Gamma_++\Gamma_-)}{\partial\sigma}.
\]

At zero charge, half of a small added charge is balanced by attracting counterions and half by expelling co-ions. The total number of ions is unchanged to first order in the added charge, so the derivative \(\partial(\Gamma_++\Gamma_-)/\partial\sigma\) is zero there, and with it \(M\). At high positive charge few cations remain near the metal to be expelled, and nearly all the balance comes from added anions.

## The reference electrode

The potential \(E\) above is measured relative to the bulk solution. A reference electrode in the same solution that is reversible to the anion has its own dependence on \(c\). For \(z=1\), equilibrium of anions in solution with electrons in the reference metal requires \(kT\ln c-e\phi_S=\text{const}-e\phi_R\), where \(\phi_S\) and \(\phi_R\) are the potentials of the solution and of the reference metal. Thus \(\phi_R-\phi_S=\text{const}-(kT/e)\ln c\). Subtracting this from the electrode potential adds \(+kT/e\) to the shift:

\[
M_-=\frac{kT}{e}\left(1-\tanh\frac{u_d}{2}\right)
=-2kT\,\frac{\partial\Gamma_+}{\partial\sigma}.
\]

The second form follows from half the difference of the two excess relations, \(\partial\Gamma_+/\partial(\sigma/e)=(\tanh(u_d/2)-1)/2\). At zero charge \(M_-\) equals \(kT/e\), not zero. Data taken against such an electrode must be converted before they are compared with \(M\).

If the reference sits instead in a solution of the same salt at fixed concentration, a liquid junction lies between them. Zero current for ions with diffusion constants \(D_\pm\) gives \((D_++D_-)\,n\,\nabla(e\phi/kT)=-(D_+-D_-)\nabla n\). With the cation transport number \(t_+=D_+/(D_++D_-)\), the junction adds \(-(2t_+-1)kT/e\) to the shift.

## Ion crowding and dielectric saturation

The tanh law survives two particular refinements of the model: a local dielectric law and a lattice-gas form of crowding with equal cells for both ions. Let \(D\) be the displacement and \(\mathcal E=-\phi'\) the field, related by any local law that does not involve \(c\). Let the ions occupy lattice cells of volume \(a^3\), with

\[
n_\pm=\frac{n e^{\mp u}}{1+4na^3\sinh^2(u/2)} .
\]

Since \(D'=\rho\), we have \(\mathcal E\,dD=-\rho\,d\phi=-(kT/ze)\rho\,du\). Inserting the densities,

\[
\mathcal E\,dD=kT\,\frac{2n\sinh u}{1+4na^3\sinh^2(u/2)}\,du .
\]

The derivative of \(4na^3\sinh^2(u/2)\) is \(2na^3\sinh u\), so the right side is the differential of a logarithm. Integration from the bulk, where \(D=0\), to the inner edge, where \(D=\sigma\), yields

\[
\frac{kT}{a^3}\ln\left(1+4na^3\sinh^2\frac{u_d}2\right)
=\int_0^\sigma\mathcal E\,dD\equiv W(\sigma),
\]

\[
\sinh^2\frac{u_d}{2}=\frac{e^{a^3W(\sigma)/kT}-1}{4na^3}.
\]

The numerator depends on \(\sigma\) but not on \(n\). Taking the logarithm and differentiating at fixed \(\sigma\) gives \(\coth(u_d/2)\,\partial u_d/\partial\ln c=-1\), which is again \(M=-(kT/ze)\tanh(u_d/2)\). The form in terms of \(s\) does not survive, because \(u_d\) itself is changed. The survival of the tanh law is a property of this lattice form, not of crowding in general. For hard spheres of diameter 0.6 nm with the Carnahan-Starling equation of state, at 10 μC/cm² and 300 mM, the shift is −25.0 mV per unit \(\ln c\), while the tanh law at the same \(\phi_d\) (77.1 mV) gives −23.3 mV.

This was tested by solving the modified boundary-value problem numerically at 10 μC/cm² and 300 mM. The cell size was 0.6 nm, and the permittivity followed a Langevin-type saturation law with a field scale of 0.7 MV/cm. The plain theory gives \(\phi_d=62.9\) mV. Both refinements together raise it to 72.2 mV, and the shift found by differentiation, −22.8 mV per unit \(\ln c\), agrees with the tanh law evaluated at the new \(\phi_d\).

## Worked example

Take a 1:1 electrolyte at 298.15 K with relative permittivity 78.5, at 10 mM, facing a charge of 5 μC/cm². The thermal voltage is 25.69 mV and the crossover charge is 1.174 μC/cm². Then

\[
s=\frac{5}{1.174}=4.26,\qquad
\phi_d=2(25.69\ \text{mV})\,\mathrm{arsinh}(4.26)=110.8\ \text{mV},
\]

\[
M=-25.69\ \text{mV}\times\frac{4.26}{\sqrt{1+4.26^2}}
=-25.0\ \text{mV per unit }\ln c .
\]

This is 97% of the limit. Other cases are as follows.

| \(\sigma\) (μC/cm²) | \(c\) (mM) | \(\phi_d\) (mV) | \(M\) (mV) |
|---:|---:|---:|---:|
| 0 | 10 | 0 | 0 |
| 0.1 | 10 | 4.4 | −2.2 |
| 1 | 10 | 39.7 | −16.7 |
| −5 | 10 | −110.8 | +25.0 |
| 5 | 1 | 169.3 | −25.6 |
| 5 | 100 | 56.9 | −20.6 |

The slopes come from numerical solutions of the Poisson-Boltzmann problem at neighbouring concentrations with the charge held fixed. They agree with the formula to within \(5\times10^{-5}\,kT/e\).

At 5 μC/cm², going from 1 to 10 mM lowers \(\phi_d\) by 58.5 mV, close to the limiting 59.2 mV per decade. Going from 10 to 100 mM lowers it by only 53.9 mV, because the crossover charge has risen to 3.71 μC/cm² at the upper end. The contact density of counterions is 0.727 mol/L at 1 mM and 0.745 mol/L at 10 mM, nearly constant while the bulk changes tenfold. The small difference is the \(2n\) term in the contact relation.

## Use with real interfaces

The inputs used here are rough values for a metal electrode in a dilute aqueous 1:1 electrolyte. With a rough compact-layer capacitance of 20 μF/cm², the compact drop is about 250 mV, and the electrode sits about 0.36 V from its potential of zero charge. Whether the metal is still free of reaction and adsorption there must be checked for the actual system.

For the main case, the estimated corrections to \(M\), in mV per unit \(\ln c\), are:

- Bulk non-ideality: +1.0, from an extended Debye-Hückel activity coefficient, with \(\ln c\) in the law replaced by the logarithm of activity and an ion size of 0.6 nm. Sizes of 0.3 to 0.4 nm give about +1.1.
- Same-salt liquid junction: +1.0, for a rough cation transport number of 0.48.
- Fall of permittivity with concentration: +0.05, for a rough decrement of 15 per mol/L, with the permittivity of the bulk solution used throughout the layer. A permittivity that follows the local ion density gives +0.005 to +0.03, so only the smallness of this term is established.
- Crowding: −0.03 in the lattice model (−0.14 for hard spheres of the same diameter), and saturation: −0.02.

For these inputs the first two are each about 4% of \(M\) and have the same sign, so together they change a measured slope by about 8%. This figure is not general, because the junction term \(-(2t_+-1)kT/e\) depends strongly on the salt. It is about +5 mV for \(t_+=0.40\), roughly the value for NaCl, and about −17 mV for \(t_+=0.84\), roughly that for perchloric acid. Where there is such a junction, the term must be evaluated for the actual electrolyte before a measured slope is compared with \(M\). In the lattice model and the local dielectric law treated above, crowding and saturation change \(M\) only through \(\phi_d\), by the tanh law. Here the tanh is already within 3% of its limit, so a change of \(\phi_d\) by 10 mV alters \(M\) by only about 0.3 mV or less.

Ion correlations are not included in these estimates. Their strength is measured by \(2\pi z^3l_B^2|\sigma|/e\), where \(l_B=e^2/(4\pi\varepsilon kT)=0.714\) nm is the Bjerrum length. Mean-field theory needs this number to be small, and here it is 1.00. The printed digits of \(\phi_d\) are therefore those of the model. For \(z=2\) at the same charge the number is eight times larger, and the formula should be treated as a guide.

The absence of specific adsorption is an assumption whose failure can move the result strongly. Suppose the adsorbed anionic charge grows by 1 μC/cm² per unit \(\ln c\) at fixed \(\sigma\). If it sits close to the metal, it acts across nearly the whole compact layer and changes the drop there by about \(-(1\ \mu\text{C/cm}^2)/(20\ \mu\text{F/cm}^2)=-50\) mV, about twice the diffuse-layer limit for \(z=1\). The added negative charge also lowers the net charge facing the diffuse layer, which lowers \(\phi_d\) further. A shift well beyond \(kT/(ze)\) in magnitude, after the reference corrections, thus lies outside the present model, and adsorption is one candidate cause.

To apply the result to data, obtain \(\sigma\) at each concentration by integrating the measured differential capacitance from the potential of zero charge. Then compare potentials at equal \(\sigma\), not at equal potential or equal current. The comparison holds only where the compact drop at fixed \(\sigma\) is independent of \(c\). This is assumed here, not shown, and must be checked for the electrode in question. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
temperature = 298.15 K, relative permittivity = 78.5
thermal voltage kT/e = 25.693 mV
kT/e per decade = 59.16 mV
Bjerrum length = 0.714 nm
c = 1 mM: Debye length = 9.62 nm, crossover charge = 0.371 uC/cm2
c = 10 mM: Debye length = 3.04 nm, crossover charge = 1.174 uC/cm2
c = 100 mM: Debye length = 0.96 nm, crossover charge = 3.713 uC/cm2
solved: charge uC/cm2, c mM, s, phi_d mV, shift mV per unit ln c
    0.0     10   0.0000      0.00     0.000
    0.1     10   0.0852      4.37    -2.181
    1.0     10   0.8517     39.70   -16.660
    5.0     10   4.2587    110.77   -25.012
   -5.0     10  -4.2587   -110.77    25.012
    5.0      1  13.4673    169.30   -25.622
    5.0    100   1.3467     56.86   -20.628
z = 2, 2 uC/cm2, 10 mM: phi_d = 33.47 mV, shift = -11.078 mV per unit ln c
5 uC/cm2, 1 to 10 mM: change of phi_d = -58.54 mV
5 uC/cm2, 10 to 100 mM: change of phi_d = -53.90 mV
contact counterions at 5 uC/cm2: 0.727 mol/L (1 mM), 0.745 mol/L (10 mM)
ions gained per added elementary charge, 10 mM: cation, anion
  0.0 uC/cm2: -0.500, 0.500; shift vs anion electrode = 25.693 mV per ln c
  1.0 uC/cm2: -0.176, 0.824; shift vs anion electrode = 9.033 mV per ln c
  5.0 uC/cm2: -0.013, 0.987; shift vs anion electrode = 0.680 mV per ln c
10 uC/cm2, 300 mM, plain theory: phi_d = 62.94 mV
  with crowding: phi_d = 67.21 mV, shift = -22.192 mV per unit ln c
  with saturation: phi_d = 66.88 mV, shift = -22.151 mV per unit ln c
  with both: phi_d = 72.15 mV, shift = -22.770 mV per unit ln c
neglected effects at 5 uC/cm2, 10 mM (rough inputs):
  inputs: ion size 0.6 nm, saturation field 0.7 MV/cm, optical permittivity 1.8
  inputs: permittivity decrement 15.0 per mol/L, cation transport number 0.48
  wall field = 0.719 MV/cm
  crowding changes shift by -0.0304 mV per ln c
  saturation changes shift by -0.0234 mV per ln c
  d ln(activity coefficient)/d ln c = -0.0409
  non-ideality changes shift by about 1.024 mV per ln c
  permittivity decrement changes shift by 0.0466 mV per ln c
  same-salt liquid junction adds 1.028 mV per ln c
  ion-correlation coupling parameter = 1.00
  charge where contact density reaches packing = 16.3 uC/cm2
  compact drop at 20 uF/cm2 = 250 mV; total from zero charge = 361 mV
```
